# Why Mo/Si mask blanks stop gaining reflectance near fifty bilayers: test program

```python
"""
Reflectance of a periodic Mo/Si mirror at 13.5 nm against the number of cells.

Result under test: with cell amplitudes r, t (symmetric cell in vacuum), the
Bloch factor q (|q| < 1) solves q + 1/q = (1 + t^2 - r^2)/t, and
    r_inf = r/(1 - q t),
    r_N   = r_inf (1 - q^(2N)) / (1 - r_inf^2 q^(2N)),
    r_inf - r_N = r_inf q^N t_N.
The missing reflectance therefore dies out as exp(-2 kappa N), kappa = -ln|q|.
At the peak, Bragg reflection sets kappa and absorption sets the ceiling.

Symbols: eps = n^2, n = 1 - delta + i beta; d = period; gamma = Mo fraction;
lam = wavelength; theta = angle from the normal in vacuum. Lengths in nm.
Time factor exp(-i omega t). Optical constants are rough typical values.
"""
import cmath
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import erf

LAM = 13.5
THETA = math.radians(6.0)
GAMMA = 0.4
N_MO = 1 - 0.076 + 0.0064j
N_SI = 1 - 0.001 + 0.0018j
N_RU = 1 - 0.114 + 0.017j
N_GLASS = 1 - 0.022 + 0.011j
EPS_MO, EPS_SI = N_MO**2, N_SI**2


def normal_wavenumber(eps, lam=LAM, theta=THETA):
    k = 2 * math.pi / lam
    return cmath.sqrt(k**2 * eps - (k * math.sin(theta))**2)


def layers_matrix(layers, lam=LAM, theta=THETA, pol="s"):
    """Carry (field, weighted derivative) from the bottom face to the top."""
    total = np.eye(2, dtype=complex)
    for eps, h in layers:
        kz = normal_wavenumber(eps, lam, theta)
        p = kz if pol == "s" else kz / eps
        c, s = cmath.cos(kz * h), cmath.sin(kz * h)
        total = total @ np.array([[c, -s / p], [p * s, c]])
    return total


def repeat(matrix, count):
    total = np.eye(2, dtype=complex)
    for _ in range(count):
        total = total @ matrix
    return total


def amplitudes(matrix, lam=LAM, theta=THETA, eps_out=1.0, pol="s"):
    k0 = normal_wavenumber(1.0, lam, theta)
    p_out = normal_wavenumber(eps_out, lam, theta)
    if pol == "p":
        p_out = p_out / eps_out
    field, slope = matrix @ np.array([1.0, 1j * p_out])
    incident = (field + slope / (1j * k0)) / 2
    reflected = (field - slope / (1j * k0)) / 2
    return reflected / incident, 1 / incident


def make_cell(d, eps_mo=EPS_MO, eps_si=EPS_SI):
    half_si = (1 - GAMMA) * d / 2
    return [(eps_si, half_si), (eps_mo, GAMMA * d), (eps_si, half_si)]


def graded_cell(d, sigma, slices):
    """Mo/Si cell with interfaces smeared by a Gaussian of width sigma."""
    z = ((np.arange(slices) + 0.5) / slices - 0.5) * d
    h, w = GAMMA * d / 2, math.sqrt(2) * sigma
    frac = sum(0.5 * (erf((z - j * d + h) / w) - erf((z - j * d - h) / w))
               for j in range(-2, 3))
    return [(complex(EPS_SI + x * (EPS_MO - EPS_SI)), d / slices)
            for x in frac]


def bloch(layers, **opt):
    """Bloch factor and reflection amplitude of the endless stack."""
    r, t = amplitudes(layers_matrix(layers, **opt), **opt)
    c = (1 + t**2 - r**2) / (2 * t)
    root = cmath.sqrt(c**2 - 1)
    q = min(c + root, c - root, key=abs)
    return q, r / (1 - q * t)


def refl(layers, count, **opt):
    m = repeat(layers_matrix(layers, **opt), count)
    return abs(amplitudes(m, **opt)[0])**2


def weak_contrast(d, eps_mo, eps_si):
    """Detuning, absorption and coupling per cell for weak contrast."""
    mean = GAMMA * eps_mo + (1 - GAMMA) * eps_si
    kz = normal_wavenumber(mean)
    harmonic = (eps_mo - eps_si) * math.sin(math.pi * GAMMA) / math.pi
    g = (2 * math.pi / LAM)**2 * harmonic * d / (2 * kz.real)
    return kz.real * d - math.pi, kz.imag * d, g


def peak_formulas(alpha, g):
    root = math.sqrt(alpha**2 - g.imag**2)
    kappa = root * math.sqrt(alpha**2 + g.real**2) / alpha
    return kappa, math.exp(-2 * math.asinh(root / abs(g)))


def tuned_period(eps_mo=EPS_MO, eps_si=EPS_SI, builder=None):
    """Period that maximizes the reflectance of the endless stack."""
    if builder is None:
        def builder(x):
            return make_cell(x, eps_mo, eps_si)
    mean = GAMMA * eps_mo + (1 - GAMMA) * eps_si
    centre = math.pi / normal_wavenumber(mean).real
    width = 0.9 * abs(weak_contrast(centre, eps_mo, eps_si)[2]) / math.pi
    found = minimize_scalar(lambda x: -abs(bloch(builder(x))[1])**2,
                            bounds=(centre * (1 - width),
                                    centre * (1 + width)),
                            method="bounded", options={"xatol": 1e-8})
    return found.x


# ---- ideal mirror ----
d = tuned_period()
cell = make_cell(d)
cell_m = layers_matrix(cell)
q, r_inf = bloch(cell)
kappa, R_inf = -math.log(abs(q)), abs(r_inf)**2
r50, t50 = amplitudes(repeat(cell_m, 50))
R50, T50 = abs(r50)**2, abs(t50)**2
gain50 = R_inf - R50

# Direct integration of the wave equation, with the absorbed power.
k = 2 * math.pi / LAM
kz0 = normal_wavenumber(1.0).real
state = np.array([1.0, 1j * kz0, 0.0], dtype=complex)
for eps, h in reversed(cell * 50):
    kz2 = normal_wavenumber(eps)**2

    def wave(z, y, kz2=kz2, eps=eps):
        return np.array([y[1], -kz2 * y[0], eps.imag * abs(y[0])**2])

    state = solve_ivp(wave, (0.0, -h), state, method="DOP853",
                      rtol=1e-10, atol=1e-12).y[:, -1]
inc = (state[0] + state[1] / (1j * kz0)) / 2
r_ode = (state[0] - state[1] / (1j * kz0)) / (2 * inc)
A50 = -state[2].real * k**2 / kz0 / abs(inc)**2
assert abs(r_ode - r50) < 1e-6
assert abs(R50 + T50 + A50 - 1) < 1e-6

# Bloch formulas against explicit products of cell matrices.
for count in (1, 7, 20, 50, 80):
    rn, tn = amplitudes(repeat(cell_m, count))
    den = 1 - r_inf**2 * q**(2 * count)
    assert abs(rn - r_inf * (1 - q**(2 * count)) / den) < 1e-9
    assert abs(tn - q**count * (1 - r_inf**2) / den) < 1e-9
    assert abs(r_inf - rn - r_inf * q**count * tn) < 1e-9
assert abs(refl(cell, 400) - R_inf) < 1e-9
r10 = amplitudes(repeat(cell_m, 10))[0]
r60 = amplitudes(repeat(cell_m, 60))[0]
assert abs(r60 - r50 - t50**2 * r10 / (1 - r50 * r10)) < 1e-10
gain_law = 2 * R_inf * ((1 - r_inf**2) * q**100).real
assert abs(gain_law / gain50 - 1) < 0.03
assert 0 < gain50 < 0.01

# Field at the depth of 50 cells inside a very thick stack.
exit_state = np.array([1.0, 1j * kz0])
top = (repeat(cell_m, 400) @ exit_state)[0]
deep = (repeat(cell_m, 350) @ exit_state)[0]
field50 = abs(deep / top)**2
assert abs(field50 / abs(q)**100 - 1) < 1e-6

# Weak-contrast theory at full and at one twentieth of the contrast.
detuning, alpha, g = weak_contrast(d, EPS_MO, EPS_SI)
kappa_cw = abs(cmath.sqrt((detuning + 1j * alpha)**2 - g**2).imag)
kappa_peak, R_peak = peak_formulas(alpha, g)
assert abs(kappa_cw / kappa - 1) < 0.05
assert abs(kappa_peak / kappa - 1) < 0.05
assert abs(R_peak - R_inf) < 0.02
weak = [1 + 0.05 * (e - 1) for e in (EPS_MO, EPS_SI)]
d_weak = tuned_period(*weak)
q_weak, r_weak = bloch(make_cell(d_weak, *weak))
_, a_weak, g_weak = weak_contrast(d_weak, *weak)
kappa_weak, R_weak = peak_formulas(a_weak, g_weak)
weak_error = kappa_weak / -math.log(abs(q_weak)) - 1
assert abs(weak_error) < 0.01
assert abs(R_weak - abs(r_weak)**2) < 0.002

# ---- controls that separate the causes ----
clear = make_cell(d, complex(EPS_MO.real), complex(EPS_SI.real))
q_clear, r_clear = bloch(clear)
kappa_clear = -math.log(abs(q_clear))
R50_clear = refl(clear, 50)
assert abs(abs(r_clear) - 1) < 1e-8
assert abs(kappa / kappa_clear - 1) < 0.05
assert 1 - R50_clear < 0.015

mean_eps = GAMMA * EPS_MO + (1 - GAMMA) * EPS_SI
T_uniform = abs(amplitudes(layers_matrix([(mean_eps, 50 * d)]))[1])**2
assert abs(T_uniform / math.exp(-100 * alpha) - 1) < 0.02
assert T_uniform > 20 * T50

third = [mean_eps + (e - mean_eps) / 3 for e in (EPS_MO, EPS_SI)]
cell_third = make_cell(tuned_period(*third), *third)
R_inf_third = abs(bloch(cell_third)[1])**2
gain_third = R_inf_third - refl(cell_third, 50)
assert gain_third > 5 * gain50

# ---- sizes of neglected effects ----
SIGMA = 0.7
d_mix = tuned_period(builder=lambda x: graded_cell(x, SIGMA, 60))
mixed = graded_cell(d_mix, SIGMA, 60)
R_mix, R50_mix = abs(bloch(mixed)[1])**2, refl(mixed, 50)
R50_fine = refl(graded_cell(d_mix, SIGMA, 120), 50)
assert abs(R50_fine - R50_mix) < 1e-3
assert R_mix - R50_mix > gain50

CAP = 2.5
cap_m = layers_matrix([(N_RU**2, CAP)])
R50_cap, R_cap = [abs(amplitudes(cap_m @ repeat(cell_m, n))[0])**2
                  for n in (50, 400)]
band = np.linspace(0.99 * LAM, 1.01 * LAM, 41)
R50_band = np.mean([refl(cell, 50, lam=x) for x in band])
R_band = np.mean([abs(bloch(cell, lam=x)[1])**2 for x in band])
steep = math.radians(11.0)
R50_steep = refl(cell, 50, theta=steep)
R_steep = abs(bloch(cell, theta=steep)[1])**2
R50_p = refl(cell, 50, pol="p")
R_p = abs(bloch(cell, pol="p")[1])**2
R50_glass = abs(amplitudes(repeat(cell_m, 50), eps_out=N_GLASS**2)[0])**2
lossy = [(n.real + 1.1j * n.imag)**2 for n in (N_MO, N_SI)]
R_lossy = abs(bloch(make_cell(d, *lossy))[1])**2

table = {n: refl(cell, n) for n in range(1, 121)}
within_1 = next(n for n in table if R_inf - table[n] < 0.01)
within_01 = next(n for n in table if R_inf - table[n] < 0.001)
energy = constants.h * constants.c / (LAM * 1e-9) / constants.e

# ---- output ----
print(f"wavelength {LAM} nm, photon energy {energy:.2f} eV")
print(f"angle {math.degrees(THETA):.1f} deg, Mo fraction {GAMMA}")
for name, n in (("Mo", N_MO), ("Si", N_SI), ("Ru", N_RU),
                ("glass", N_GLASS)):
    print(f"{name}: delta {1 - n.real:.4f}, beta {n.imag:.4f} (rough)")
print(f"tuned period {d:.4f} nm; Mo {GAMMA*d:.3f}, Si {(1-GAMMA)*d:.3f} nm")
print(f"ceiling R_inf {100*R_inf:.3f} %")
print(f"kappa {kappa:.5f} per bilayer; 1/(2 kappa) {0.5/kappa:.2f} bilayers")
print("N, R_N (%), gain left (percentage points), T_N (%)")
for n in (10, 20, 30, 40, 50, 60, 80):
    tn = abs(amplitudes(repeat(cell_m, n))[1])**2
    print(f"{n:3d} {100*table[n]:8.3f} {100*(R_inf-table[n]):8.4f}"
          f" {100*tn:9.5f}")
print(f"first N within 1 point {within_1}, within 0.1 point {within_01}")
print(f"N=50 absorbed share {100*A50:.3f} %")
print(f"gain left at 50 by asymptotic law {100*gain_law:.4f} points")
print(f"thick stack: intensity at 50 / at top {field50:.3e}")
print(f"weak-contrast detuning {detuning:.5f}, alpha {alpha:.5f} rad")
print(f"coupling g {g.real:.5f} {g.imag:+.5f}i rad")
print(f"weak-contrast kappa at this period {kappa_cw:.5f}")
print(f"peak formulas: kappa {kappa_peak:.5f}, R_inf {100*R_peak:.3f} %")
print(f"1/20 contrast: kappa formula error {100*weak_error:.3f} %")
print(f"no absorption: kappa {kappa_clear:.5f}, R_50 {100*R50_clear:.3f} %")
print(f"no Bragg reflection: T through 50 periods {100*T_uniform:.2f} %")
print(f"1/3 contrast: R_inf {100*R_inf_third:.2f} %,"
      f" gain left at 50 {100*gain_third:.2f} points")
print("neglected effects: R_50 (%), R_inf (%), gain left (points)")
for name, a, b in ((f"mixing sigma {SIGMA} nm", R50_mix, R_mix),
                   (f"Ru cap {CAP} nm", R50_cap, R_cap),
                   ("2% wavelength band", R50_band, R_band),
                   ("11 deg ray", R50_steep, R_steep),
                   ("p polarization", R50_p, R_p)):
    print(f"{name}: {100*a:.3f}, {100*b:.3f}, {100*(b-a):.4f}")
print(f"mixing: retuned period {d_mix:.4f} nm")
print(f"mixing: 60 to 120 slices shifts R_50 by"
      f" {100*(R50_fine-R50_mix):.5f} points")
print(f"glass substrate shifts R_50 by {100*(R50_glass-R50):.5f} points")
print(f"beta +10% shifts R_inf by {100*(R_lossy-R_inf):.3f} points")
print("done: every assertion held")
```

It prints:

```
wavelength 13.5 nm, photon energy 91.84 eV
angle 6.0 deg, Mo fraction 0.4
Mo: delta 0.0760, beta 0.0064 (rough)
Si: delta 0.0010, beta 0.0018 (rough)
Ru: delta 0.1140, beta 0.0170 (rough)
glass: delta 0.0220, beta 0.0110 (rough)
tuned period 6.9381 nm; Mo 2.775, Si 4.163 nm
ceiling R_inf 74.410 %
kappa 0.06773 per bilayer; 1/(2 kappa) 7.38 bilayers
N, R_N (%), gain left (percentage points), T_N (%)
 10   31.770  42.6393  50.76452
 20   60.741  13.6680  15.82504
 30   70.685   3.7243   4.28654
 40   73.436   0.9734   1.11999
 50   74.158   0.2517   0.28994
 60   74.345   0.0649   0.07488
 80   74.405   0.0043   0.00499
first N within 1 point 40, within 0.1 point 57
N=50 absorbed share 25.552 %
gain left at 50 by asymptotic law 0.2521 points
thick stack: intensity at 50 / at top 1.144e-03
weak-contrast detuning -0.02856, alpha 0.01154 rad
coupling g -0.07314 +0.00417i rad
weak-contrast kappa at this period 0.06819
peak formulas: kappa 0.06903, R_inf 74.633 %
1/20 contrast: kappa formula error 0.088 %
no absorption: kappa 0.06688, R_50 99.586 %
no Bragg reflection: T through 50 periods 31.53 %
1/3 contrast: R_inf 40.23 %, gain left at 50 6.99 points
neglected effects: R_50 (%), R_inf (%), gain left (points)
mixing sigma 0.7 nm: 68.535, 69.187, 0.6517
Ru cap 2.5 nm: 67.525, 67.789, 0.2647
2% wavelength band: 72.978, 73.219, 0.2408
11 deg ray: 60.482, 56.553, -3.9295
p polarization: 73.462, 73.756, 0.2945
mixing: retuned period 6.9587 nm
mixing: 60 to 120 slices shifts R_50 by 0.01049 points
glass substrate shifts R_50 by -0.00443 points
beta +10% shifts R_inf by -2.141 points
done: every assertion held
```
